# Nonsingular stress of a segmented dislocation loop, tested on its axis

## Result

A circular prismatic loop of radius $R$ lies at $z=0$ in an infinite isotropic solid with shear modulus $\mu$ and Poisson ratio $\nu$. The line runs right-handed about the normal $\mathbf n=\mathbf e_z$, and the Burgers vector is $b\,\mathbf e_z$, with $b>0$ for inserted matter (an interstitial loop). Tension is positive. The Burgers vector is spread over a core width $a$, so that the distance $r$ becomes $r_a=\sqrt{r^2+a^2}$. With $\rho^2=R^2+z^2+a^2$, the stress on the axis is

$$\sigma_{zz}=-\frac{\mu bR^2}{2(1-\nu)}\left[\frac1{\rho^3}+\frac{3(z^2+a^2)}{\rho^5}\right],\qquad
\sigma_{kk}=-\frac{\mu b(1+\nu)R^2}{2(1-\nu)}\left[\frac2{\rho^3}+\frac{3a^2}{\rho^5}\right].$$

A polygon of $N$ straight segments, each integrated in closed form, approaches this as $N^{-2}$ if inscribed in the circle and as $N^{-4}$ if it has the circle's area. The reference must contain the same $a$: the classical $\sigma_{zz}$ ($a=0$) differs at the centre by the fraction $3a^2/2R^2$ to leading order, which no refinement removes. In $\sigma_{kk}$ at the centre the $a^2$ terms cancel, and the relative shift is only $-15a^4/8R^4$.

## Spreading the core

Direct differentiation gives $\nabla^2 r_a^n=n(n+1)r_a^{n-2}-n(n-2)a^2r_a^{n-4}$. Applied twice,

$$\nabla^2r_a=\frac2{r_a}+\frac{a^2}{r_a^3},\qquad \nabla^4r_a=-\frac{15a^4}{r_a^7}\equiv-8\pi w .$$

The function $w=15a^4/(8\pi r_a^7)$ has unit integral. Since $\nabla^4r=-8\pi\delta$, the convolution $w*r$ and $r_a$ have the same $\nabla^4$. Their difference is regular and spherically symmetric, hence of the form $A+Br^2$; it vanishes at large $r$, so $w*r=r_a$. Replacing $r$ by $r_a$ therefore means spreading each source with weight $w$.

The displacement $G_{mj}$ along $m$ due to a unit force along $j$, spread with $w$, obeys $(\lambda+\mu)\partial_m\partial_kG_{kj}+\mu\nabla^2G_{mj}=-\delta_{mj}w$, where $\lambda=2\mu\nu/(1-2\nu)$. Try

$$G_{mj}=\frac1{8\pi\mu}\left[\delta_{mj}\nabla^2r_a-\kappa\,\partial_m\partial_jr_a\right].$$

The $\delta_{mj}$ term supplies $-\delta_{mj}w$. The rest is proportional to $(\lambda+\mu)(1-\kappa)-\mu\kappa$, which vanishes for $\kappa=(\lambda+\mu)/(\lambda+2\mu)=1/[2(1-\nu)]$.

## From inserted disc to line integral

Inserting matter over a surface $S$ bounded by the loop prescribes the plastic distortion $\beta^*_{mn}=b_mn_n\int_Sw\,dS'$. Stress comes from $\partial_nu_m-\beta^*_{mn}$. Equilibrium makes $-\partial_l(C_{jlpq}\beta^*_{pq})$ act as a body force; integrating by parts,

$$u_m(\mathbf x)=-\int_S C_{jlpq}b_pn_q\,\partial_lG_{mj}(\mathbf x-\mathbf x')\,dS'.$$

Differentiate with respect to $x_n$ and use $\partial_n=-\partial'_n$ on functions of $\mathbf x-\mathbf x'$. With $F=\partial_lG_{mj}$ the integrand is $+C_{jlpq}b_pn_q\partial'_nF$. Stokes' theorem gives

$$\int_S(n_q\partial'_n-n_n\partial'_q)F\,dS'=\varepsilon_{qnk}\oint F\,dx'_k .$$

The term left over is $b_pn_n\int C_{jlpq}\partial'_qF\,dS'=-b_pn_n\int C_{jlpq}\partial_q\partial_lG_{mj}\,dS'$. By the Green-function equation this equals $b_mn_n\int w\,dS'=\beta^*_{mn}$, which is what must be subtracted. The elastic distortion and stress are therefore

$$\beta_{mn}=\varepsilon_{qnk}C_{jlpq}b_p\oint\partial_lG_{mj}\,dx'_k,\qquad \sigma_{ij}=C_{ijmn}\beta_{mn}. \tag{1}$$

The surface has disappeared, so the stress depends on the closed line alone.

## One segment in closed form

Equation (1) needs the third derivatives of $r_a$:

$$\partial_i\partial_j\partial_lr_a=-\frac{\delta_{ij}r_l+\delta_{il}r_j+\delta_{jl}r_i}{r_a^3}+\frac{3r_ir_jr_l}{r_a^5}.$$

On a segment with unit tangent $\mathbf t$, write $\mathbf x-\mathbf x'=\mathbf p-s\mathbf t$, where $\mathbf p\perp\mathbf t$ and $s$ is measured from the foot of the perpendicular. With $h^2=p^2+a^2$ and $q=\sqrt{s^2+h^2}=r_a$, define $J_{nm}=\int s^nq^{-m}ds$. The primitives are

$$J_{03}=\frac{s}{h^2q},\quad J_{13}=-\frac1q,\quad J_{15}=-\frac1{3q^3},\quad J_{25}=\frac{s^3}{3h^2q^3},$$
$$J_{05}=\frac{s}{3h^2q^3}+\frac{2s}{3h^4q},\qquad J_{35}=-\frac1q+\frac{h^2}{3q^3}.$$

The first four follow by differentiation, using $(s/q)'=h^2/q^3$ and $(s^3/q^3)'=3s^2h^2/q^5$. The last two follow from $h^2/q^5=1/q^3-s^2/q^5$ and $s^3/q^5=s/q^3-h^2s/q^5$. Taking differences between the segment's ends, the integrated tensor is

$$T_{ijl}=-(\delta_{ij}A_l+\delta_{il}A_j+\delta_{jl}A_i)+3B_{ijl},\qquad \mathbf A=\mathbf pJ_{03}-\mathbf tJ_{13},$$
$$B=\mathbf{ppp}J_{05}-(\mathbf{ppt}+\mathbf{ptp}+\mathbf{tpp})J_{15}+(\mathbf{ptt}+\mathbf{tpt}+\mathbf{ttp})J_{25}-\mathbf{ttt}J_{35}.$$

## Pseudocode

```
input: R, N, a, b_vector, mu, nu, field points
theta = pi/N
RN = R*sqrt(2*theta/sin(2*theta))     # equal area
nodes = RN*(cos, sin) at angles theta*(2k+1), k=0..N-1
for each field point x:
    W[i,j,l,k] = 0
    for each segment (A -> B):
        t = (B-A)/|B-A|
        s0 = (x-A).t ;  p = x-A-s0*t ;  h2 = p.p+a*a
        J = primitives(|B-A|-s0) - primitives(-s0)
        W[i,j,l,k] += T[i,j,l](p,t,J)*t[k]
    grad[m,j,l,k] = (delta[m,j]*W[l,p,p,k]
                     - W[m,j,l,k]/(2*(1-nu)))/(8*pi*mu)
    beta[m,n] = eps[q,n,k]*C[j,l,p,q]*b[p]*grad[m,j,l,k]
    stress = C:beta
```

Repeated indices are summed. For $M$ field points the work is of order $NM$. Elastic constants and Burgers vector enter after the sum over segments, so the inner loop is purely geometric. Memory per field point need not grow with $N$ if segments are accumulated one by one.

As a test of signs and factors, a square loop of side 8 nm with $a=1$ nm and $\mathbf b=(0.3,-0.2,0.5)$ nm was treated in two ways: by segments, and by numerical differentiation of the surface integral for $\mathbf u$ with $\beta^*$ subtracted. At the points $(1,0.5,0.4)$ and $(6,2,-3)$ nm from its centre, the largest difference was $3.5\times10^{-6}$ of the largest stress component.

## The axial solution

Let $P_q=\partial_q\nabla^2r_a$. Inserting the isotropic $C_{jlpq}$ and $G_{mj}$ into (1) gives $\beta_{mn}=\varepsilon_{qnk}\oint S_{mq}dx'_k$, with

$$S_{mq}=\frac1{8\pi}\left[\frac{\nu}{1-\nu}b_qP_m+b_mP_q+\delta_{mq}b_jP_j-\frac{b_j\partial_j\partial_m\partial_qr_a}{1-\nu}\right].$$

The first coefficient is $\lambda(1-\kappa)/\mu=\nu/(1-\nu)$.

Consider any planar loop described by a single-valued polar radius $S(\varphi)$ about the axis, and now let $\rho^2=S^2+z^2+a^2$. For in-plane $q$, with $r_q=-x'_q$,

$$P_q=-r_q\,\Pi,\quad \Pi=\frac2{\rho^3}+\frac{3a^2}{\rho^5},\qquad
\partial_z^2\partial_qr_a=r_q\left(-\frac1{\rho^3}+\frac{3z^2}{\rho^5}\right).$$

The geometric factor is $\varepsilon_{qzk}r_qdx'_k=\mathbf r\cdot(\mathbf e_z\times d\mathbf x')=S^2d\varphi$; the radial part of $d\mathbf x'$ drops out.

In the trace $\beta_{mm}$, the terms of $S_{mq}$ symmetric in $m,q$ cancel against $\varepsilon_{qmk}$. The other two combine with opposite signs:

$$\beta_{mm}=-\frac b{8\pi}\frac{1-2\nu}{1-\nu}\oint\Pi S^2d\varphi .$$

For $\beta_{zz}$ the index $q$ is in-plane, so

$$\beta_{zz}=-\frac b{8\pi}\oint\left[\Pi+\frac1{1-\nu}\left(-\frac1{\rho^3}+\frac{3z^2}{\rho^5}\right)\right]S^2d\varphi .$$

Now $\sigma_{zz}=\lambda\beta_{mm}+2\mu\beta_{zz}$. The coefficient of $\Pi$ becomes $1+\nu/(1-\nu)=1/(1-\nu)$, and with $u=S^2$, $c^2=z^2+a^2$,

$$\sigma_{zz}=-\frac{\mu b}{4\pi(1-\nu)}\oint g(u)\,d\varphi,\qquad g(u)=\frac{u(u+4c^2)}{(u+c^2)^{5/2}}. \tag{2}$$

For a circle the integral is $2\pi g(R^2)$, which is the stated result. The trace follows from $\sigma_{kk}=2\mu\frac{1+\nu}{1-2\nu}\beta_{mm}$.

Two limits are useful. At the centre with $a\ll R$, $g\simeq R^{-1}(1+3a^2/2R^2)$, which gives the core shift quoted above. The same expansion with $c^2$ in place of $a^2$ shows that the compression first grows on leaving the centre. Far away, $g\simeq4u/|z|^3$, so $\sigma_{zz}\simeq-2\mu bR^2/[(1-\nu)|z|^3]$. This is proportional to the loop area, so an equal-area polygon has the correct leading far field on the axis.

## Discretization error

Let $\theta=\pi/N$ and let $\psi\in[-\theta,\theta]$ be the angle from a segment's midpoint. For an inscribed polygon,

$$u=R^2\frac{\cos^2\theta}{\cos^2\psi}\simeq R^2(1-\theta^2+\psi^2).$$

Because $\langle\psi^2\rangle=\theta^2/3$, the mean of $u$ is low by $2\theta^2R^2/3$, and the mean of $g$ changes by $-\tfrac23\theta^2R^2g'(R^2)$.

The area of the polygon is $\frac12\oint u\,d\varphi$. Setting it to $\pi R^2$ makes the mean of $u$ equal to $R^2$ and requires the vertex radius $R\sqrt{2\theta/\sin2\theta}$. The first-order error then vanishes. The variance of $u$ is $R^4(\theta^4/5-\theta^4/9)=4\theta^4R^4/45$ to leading order, so the mean of $g$ changes by $\tfrac2{45}\theta^4R^4g''(R^2)$.

At the centre, $g\simeq u^{-1/2}$ turns these into relative errors $\theta^2/3$ and $\theta^4/30$. For $N=32$ they are $3.21\times10^{-3}$ and $3.10\times10^{-6}$; the segment sums give $3.23\times10^{-3}$ and $3.12\times10^{-6}$. The general coefficients were tested at $z=0$, 5 and 20 nm with $N=64$ and agreed within 3%.

A convergence test at one height can mislead. The condition $g'=0$ reads

$$\frac1u+\frac1{u+4c^2}=\frac5{2(u+c^2)}\;\Rightarrow\;8\tau^2-8\tau-1=0,\quad \tau=\frac{c^2}{u}=\frac{4+\sqrt{24}}8 .$$

There an inscribed polygon loses its second-order error. For the loop below this height is 10.54 nm, and the measured order is 4.00 instead of 2. Several heights should be used.

## Away from the axis

For $a>0$ the integrand of (1) is smooth in $\mathbf x'$. Stokes' theorem within the loop plane turns each stress component into $\oint H(u,\varphi)d\varphi$ with smooth $H$. An inscribed polygon again has a mean shift of order $\theta^2$. For equal area, the first-order term is $\oint H_u\,\delta u\,d\varphi$, where $\delta u$ has zero mean and repeats $N$ times around the loop. It samples only the harmonics $N,2N,\dots$ of $H_u$. For a point at distance $d\ll R$ from the line, the nearest complex singularity lies at an angle of about $D/R$, with $D=\sqrt{d^2+a^2}$. Apart from a power of $N$, these harmonics therefore fall roughly as $e^{-ND/R}=e^{-2\pi D/\ell}$, where $\ell=2\pi R/N$. Fourth order appears once $\ell$ is well below $D$, so that this exponential term is smaller than the $\theta^4$ term.

For a point in the loop plane 1 nm outside the rim, opposite a segment's midpoint, the relative error of $\sigma_{zz}$ for equal area is $-3.7\%$ at $N=16$, where the centre error is only $0.005\%$. It is $-0.30\%$ at $N=32$ and $-0.003\%$ at $N=64$, where $\ell=0.98$ nm. Between $N=128$ and 256 the measured orders are 2.00 (inscribed) and 3.96 (equal area). The reference here is a direct quadrature over the true circle. Axial accuracy thus does not certify the stress near the rim. By the same estimate, fourth-order convergence on the core itself needs $\ell$ well below $a$.

## Stability and failure modes

Since $h\ge a$, no denominator vanishes, even on the line or its extension. Near the extension of a segment, differences such as that of $s/(h^2q)$ cancel. The affected terms carry factors $p/h^2$ or $p^3/h^4$, neither larger than $1/a$, so their rounding error in $T$ is of order machine precision divided by $a$. On the segment itself, or within about $a$ of it, the loss is larger. There $\mathbf p$ is a small difference of vectors comparable to the segment length $L$, and its rounding error is multiplied by $J_{03}\simeq2/h^2$, which gives an error of order machine precision times $L/a^2$. Rounding matters when $a$ is made extremely small, or when the wanted far field is itself that weak.

Other failures are structural:

- An open chain of segments does not satisfy the Stokes step, and its sum is not the stress of a dislocation.
- Reversing the line sense at fixed $\mathbf b$ turns an interstitial loop into a vacancy loop and reverses all stresses.
- The equal-area argument is for a circle cut into equal segments. On another planar curve, matching only the total area in general leaves a second-order error, and for a non-planar line the argument gives no fourth-order guarantee.

## Example: a ⟨100⟩ loop in bcc iron

Take $R=10$ nm, $b=0.287$ nm and $a=0.3$ nm. Rough room-temperature constants $C_{11},C_{12},C_{44}=230,135,117$ GPa give Voigt and Reuss shear moduli of 89.2 and 73.8 GPa. Their mean is $\mu=81.5$ GPa, and with the bulk modulus $(230+2\times135)/3=166.7$ GPa, $\nu=0.290$. The classical centre stress is

$$-\frac{\mu b}{2(1-\nu)R}=-\frac{81.5\times0.287}{2\times0.710\times10}\ \text{GPa}\simeq-1.65\ \text{GPa}.$$

The core spreading increases its magnitude by 0.13%, from 1646.7 to 1648.9 MPa. An inscribed polygon with $N=32$ errs by 0.32%, more than this difference; the equal-area one resolves it easily. At $z=5$ nm the stress is $-1.89$ GPa, larger than at the centre as the expansion predicts, and at 20 nm it is $-0.50$ GPa.

For gettering, a solute that expands the crystal by $\Delta V$ does work against the pressure $-\sigma_{kk}/3$, so its energy is $E=-\sigma_{kk}\Delta V/3$. With a model value $\Delta V=0.005$ nm³ and $\sigma_{kk}=-4.25$ GPa at the centre,

$$E=\frac{4.25\times0.005}3\ \text{GPa nm}^3=0.0071\ \text{GPa nm}^3=0.044\ \text{eV}.$$

The centre repels this oversized solute. One nanometre outside the rim $\sigma_{kk}=+10.6$ GPa and $E=-0.11$ eV; one nanometre inside, $\sigma_{kk}=-16.6$ GPa and $E=+0.17$ eV. A straight line would give equal magnitudes, because its trace is odd in $\mathbf p$; the inequality comes from the closed, curved line. At 723 K, $k_BT=0.062$ eV, and the dilute equilibrium enrichment outside the rim is $e^{-E/k_BT}\simeq5.9$. Solute interactions and site saturation are left out.

Interstitial ⟨100⟩ loops of nanometre size do occur in iron irradiated with ions at several hundred degrees Celsius, so the Burgers vector, habit plane and size are realistic, although such loops are often closer to square than to circular. The chosen $\Delta V$ is not typical of a substitutional solute: it is about 42% of the atomic volume $b^3/2$ of iron. A tenth of it would give an enrichment of only about 1.2.

One assumption that real iron breaks is isotropy: its Zener ratio is about 2.5. The centre value can be corrected for $a=0$. In Fourier space, equilibrium gives $\sigma_{zz}=-B\varepsilon^*_{zz}$, with $B=C_{3333}-f_iK^{-1}_{ij}f_j$, $f_i=C_{il33}\hat k_l$ and $K_{ij}=C_{iljm}\hat k_l\hat k_m$. The disc has $\varepsilon^*_{zz}=2\pi bRJ_1(k_\perp R)/k_\perp$. Setting $k_z=\eta k_\perp$ and using $\int_0^\infty kJ_1(kR)dk=1/R^2$ (with a convergence factor) leaves

$$\sigma_{zz}(0)=-\frac{b}{2R}\left\langle\frac1\pi\int_{-\infty}^{\infty}B\,d\eta\right\rangle,$$

averaged over in-plane directions. With isotropic constants this reproduces the axial formula; with the cubic ones it gives $-1.54$ GPa, a reduction in magnitude of 6.4%. At the rim the correction depends on direction. For $a=0$, the anisotropic trace 1 nm outside the rim ranges from about 10.2 GPa along ⟨100⟩ to 10.7 GPa along ⟨110⟩, against 10.7 GPa for the isotropic solid, which lowers the enrichment by up to about 9%.

Heating changes the centre stress more than this. A rough 15% loss of $\mu$ at fixed $\nu$ lowers the centre stress to $-1.40$ GPa and the enrichment to about 4.5. A square loop of equal area would change the centre stress by 1.6%. A free surface 100 nm away, parallel to the loop, would have to cancel an axial traction of 0.4% of the centre stress. The largest principal strain is 1.3% at 1 nm outside the rim and about 1.9%, in compression, at 1 nm inside; closer to the line, linear elasticity becomes less reliable, and the finite stress at the core reflects the chosen $a$ rather than atomic structure. The numerical output gives the full convergence tables.

## Table of computed values

```
Rough C11, C12, C44: 230, 135, 117 GPa
Shear modulus Voigt, Reuss: 89.20, 73.80 GPa
Mean shear modulus mu: 81.50 GPa; Poisson ratio: 0.2898
b, R, a: 0.287, 10.0, 0.3 nm
Square loop, lines vs surface: rel. diff 3.5e-06
z= 0.0 nm: exact szz -1.648931, N=32 equal area -1.648937 GPa
z= 5.0 nm: exact szz -1.885269, N=32 equal area -1.885273 GPa
z=10.0 nm: exact szz -1.454916, N=32 equal area -1.454913 GPa
z=20.0 nm: exact szz -0.500656, N=32 equal area -0.500654 GPa
Centre trace: -4.2477 GPa
Centre szz: -1648.93 MPa
Classical centre szz (a=0): -1646.72 MPa
Core shift of centre stress: 1.345e-03 (fraction)
Centre relative error: N, inscribed, equal area
     8 5.495e-02 8.383e-04
    16 1.309e-02 5.043e-05
    32 3.234e-03 3.123e-06
    64 8.061e-04 1.947e-07
   128 2.014e-04 1.216e-08
Centre orders 32->64: 2.004, 4.003
Trap height: 10.543 nm; inscribed order 4.004
szz 1 nm outside rim: 4.4934 GPa
Rim relative error: N, segment (nm), inscribed, equal area
    16 3.927 -1.712e-01 -3.748e-02
    32 1.963 -4.301e-02 -2.955e-03
    64 0.982 -1.043e-02 -3.430e-05
   128 0.491 -2.615e-03 1.074e-06
   256 0.245 -6.550e-04 6.903e-08
Rim orders 128->256: 1.997, 3.959
Solute relaxation volume: 0.005 nm^3
Trace 1 nm outside, inside rim: 10.640, -16.578 GPa
Solute energy at centre: 0.0442 eV
Solute energy outside, inside rim: -0.1107, 0.1725 eV
kT at 723 K: 0.0623 eV
Dilute enrichment outside rim: 5.91 (ratio)
Zener anisotropy ratio: 2.463
Anisotropic centre szz (a=0): -1540.60 MPa
Anisotropy change at centre: -6.44 %
Hot centre szz, mu down 15 %: -1401.59 MPa
Square loop of equal area, centre change: 1.60 %
Traction at 100 nm over centre stress: 0.391 %
Largest strain 1 nm outside rim: 1.29 %
```
